# Competing Breakdown Causes in Low-k Dielectrics: Survival, Hazard and Weibull Plots, part 1

(Sections cited here and not found follow in the second part.)

## First half: how two breakdown causes combine

### What a straight line hides

A comb of copper lines, separated by a porous low-k dielectric, is held at constant voltage until the dielectric breaks down. Suppose that the failure times of most combs lie close to a straight line on Weibull axes. It is tempting to extend this line down to the small failed fractions that a product can tolerate. For the comb treated below, such a line, drawn as the tangent at 63 % failures, promises 1.9 h of stress before one comb in a thousand has failed; other fits to the main population give 1.5 to 1.7 h. The distribution from which the line was drawn reaches that fraction after 0.20 h. The predicted life is too long by a factor of almost ten, although the line fits the main population well.

The fault lies in the assumption of a single Weibull law. The comb can fail by wear-out of sound dielectric, called the intrinsic cause, or by breakdown at a defect, called the extrinsic cause. Each cause may follow its own Weibull law, and yet their combination does not follow one unless a special condition holds.

Times are given in hours. The logarithm $\ln$ is natural, and the argument of every logarithm of a time is understood as the time divided by 1 h.

### One lifetime and its hazard

Let $T$ be the random time of breakdown. The survival function and the failed fraction are

$$S(t)=P(T>t),\qquad F(t)=P(T\le t)=1-S(t).$$

All structures work at the start, so $S(0)=1$. We assume that $S$ is differentiable for $t>0$. The density of failure times is then

$$f(t)=\frac{dF}{dt}=-\frac{dS}{dt}.$$

The hazard rate $h$ counts failures relative to the structures still alive. The probability that a structure alive at $t$ fails in the next short interval $dt$ is

$$P(t<T\le t+dt\mid T>t)=\frac{f(t)\,dt}{S(t)}=h(t)\,dt .$$

Hence

$$h=\frac fS=-\frac1S\frac{dS}{dt}=-\frac{d\ln S}{dt}.$$

Integrate from $0$ to $t$ and use $\ln S(0)=0$:

$$\int_0^t h(t')\,dt'=-\ln S(t)+\ln S(0)=-\ln S(t).$$

The integral is the cumulative hazard $H(t)$, so that

$$H(t)=-\ln S(t),\qquad S(t)=e^{-H(t)},\qquad F(t)=1-e^{-H(t)} .$$

For $H\ll1$ the expansion $e^{-H}\approx1-H$ gives $F\approx H$. The cumulative hazard is not itself a probability and can exceed one. If $H$ grows without limit, every structure fails in the end. If $H$ levels off at a value $H_\infty$, a fraction $e^{-H_\infty}$ never fails.

### Survival probabilities multiply

Assign to each structure two latent times. $T_i$ is the time at which the intrinsic cause would break it if no other cause acted, and $T_e$ is the corresponding time for the extrinsic cause. The structure ends its life at the earlier one:

$$T=\min(T_i,T_e).$$

The minimum of two numbers exceeds $t$ when both numbers exceed $t$, and not otherwise. Therefore

$$S(t)=P(T_i>t\ \text{and}\ T_e>t).$$

Now assume that the two latent times are statistically independent. The joint probability then factorizes:

$$S(t)=P(T_i>t)\,P(T_e>t)=S_i(t)\,S_e(t).$$

Substitution of $S_k=1-F_k$ gives the failed fraction,

$$F=1-(1-F_i)(1-F_e)=F_i+F_e-F_iF_e .$$

The last term removes the structures that both causes would have broken by time $t$, which the sum $F_i+F_e$ counts twice. When both fractions are small, the product is of second order and the failed fractions nearly add.

For the worked comb, the survival probabilities at 100 h are $S_i=0.3679$ and $S_e=0.9592$. Their product is $S=0.3529$. In a random sample of two million pairs of latent times, the fraction of minima above 100 h was 0.3526. The standard error of such a fraction is $\sqrt{0.353\times0.647/(2\times10^6)}\approx0.0003$, so the two values agree.

The product describes structures that are each exposed to both causes. A population made of two separate kinds of structure is a different case. If a fraction $p$ has survival $S_b$ and the rest has survival $S_a$, then

$$S=(1-p)S_a+pS_b,\qquad
h=\frac{(1-p)S_ah_a+pS_bh_b}{(1-p)S_a+pS_b},$$

where $f_a=h_aS_a$ and $f_b=h_bS_b$ were used. This hazard is a weighted average of $h_a$ and $h_b$, not their sum.

An intermediate case returns to the product. Let all structures wear out, and let a fraction $p$ also carry a defect with survival $S_d$, independently of the wear-out time. Then

$$S=(1-p)S_i+pS_iS_d=S_i\,[\,1-p+pS_d\,],$$

and the bracket plays the part of $S_e$.

### Hazard rates add

Take the negative logarithm of $S=S_iS_e$. The logarithm of a product is a sum, so

$$H=-\ln S_i-\ln S_e=H_i+H_e .$$

Differentiation with respect to time gives

$$h=h_i+h_e .$$

The same result can be read from a short interval. A structure alive at $t$ survives the next $dt$ if it escapes both causes, with probability

$$(1-h_i\,dt)(1-h_e\,dt)=1-(h_i+h_e)\,dt+h_ih_e\,dt^2 .$$

The last term is of second order in $dt$ and does not contribute to a rate. For several mutually independent causes the same steps give $S=\prod_kS_k$ and $h=\sum_kh_k$. Since no hazard is negative, an added independent cause cannot improve survival at any time.

### Which cause ends the life

The extrinsic cause ends the life between $t$ and $t+dt$ if $T_e$ falls in this interval while $T_i$ is still larger. By independence the probability is

$$f_e(t)\,dt\;S_i(t)=h_eS_eS_i\,dt=h_eS\,dt .$$

The intrinsic cause contributes $h_iS\,dt$ in the same way. The two add to $(h_i+h_e)S\,dt=f\,dt$, as they must. Among the failures that occur at time $t$, the extrinsic share is therefore $h_e/h$. Its share of all failures is

$$P_e=\int_0^\infty h_e(t)S(t)\,dt .$$

Integration by parts, with $h_e=dH_e/dt$ and $dS/dt=-f$, turns this into

$$P_e=\big[H_eS\big]_0^\infty+\int_0^\infty H_e(t)f(t)\,dt .$$

The boundary term vanishes at $t=0$ because $H_e(0)=0$. It vanishes at late times because $H_eS\le H_ee^{-H_e}$ if $H_e$ grows without limit, and because $S\to0$ if $H_e$ levels off while $H_i$ grows. Thus $P_e$ is the mean extrinsic cumulative hazard that a structure has gathered when it fails.

### Two Weibull causes

A Weibull lifetime with shape $\beta_k>0$ and scale $\eta_k>0$ has

$$H_k(t)=\left(\frac t{\eta_k}\right)^{\beta_k},\qquad
h_k(t)=\frac{dH_k}{dt}=\frac{\beta_k}{t}\left(\frac t{\eta_k}\right)^{\beta_k}=\frac{\beta_kH_k}{t}.$$

At $t=\eta_k$ we have $H_k=1$, and the failed fraction is $1-e^{-1}=63.2\,\%$. The hazard varies as $t^{\beta_k-1}$. It rises for $\beta_k>1$, as expected of wear-out, and falls for $\beta_k<1$. A falling hazard can arise, for example, when structures differ in strength and the weakest are removed first.

The worked comb has a line spacing of 40 nm and is stressed with 20 V at 373 K. The mean field is $20\ \text{V}/40\ \text{nm}=0.5\ \text{V/nm}=5$ MV/cm. The chosen parameters are

- intrinsic: $\beta_i=1.8$ and $\eta_i=100$ h;
- extrinsic: $\beta_e=0.6$ and $\eta_e=20000$ h.

At 100 h they give $H_i=1$ and $H_e=(0.005)^{0.6}=0.0416$, from which the survival probabilities quoted above follow. The integral for $P_e$ gives 3.6 % of all failures, and the random sample also gives 3.6 %.

### When the combination is Weibull

If both shapes equal $\beta$, the cumulative hazards have a common power of time:

$$H=\left(\eta_i^{-\beta}+\eta_e^{-\beta}\right)t^\beta=\left(\frac t\eta\right)^\beta,\qquad
\eta^{-\beta}=\eta_i^{-\beta}+\eta_e^{-\beta}.$$

The combination is again Weibull, with the same shape and a shorter scale. For example, $\beta=1.8$ with scales of 100 h and 150 h gives $\eta=80.4$ h.

Suppose instead that $\beta_i>\beta_e$, and that the combination is nevertheless Weibull with some shape $\beta$. Then positive constants $a$, $b$ and $c$ exist such that, for all $t>0$,

$$a\,t^{\beta_i}+b\,t^{\beta_e}=c\,t^{\beta}.$$

Divide by $t^{\beta_e}$:

$$a\,t^{\beta_i-\beta_e}+b=c\,t^{\beta-\beta_e}.$$

As $t\to0$ the left side tends to $b$, which is positive and finite. The right side tends to zero if $\beta>\beta_e$ and to infinity if $\beta<\beta_e$. This leaves $\beta=\beta_e$. But then the right side is constant, while the left side grows with time. The assumption is contradictory. The case $\beta_i<\beta_e$ follows by exchange of the labels. Two independent Weibull causes therefore give a Weibull lifetime if and only if their shapes are equal.

The condition that both causes are Weibull matters. In dimensionless time, take the hazards

$$h_1=\frac t{1+t},\qquad h_2=\frac1{1+t},\qquad h_1+h_2=1 .$$

Since $h_1=1-h_2$, integration gives $H_2=\ln(1+t)$ and $H_1=t-\ln(1+t)$. The survival functions are

$$S_1=(1+t)e^{-t},\qquad S_2=\frac1{1+t},\qquad S_1S_2=e^{-t}.$$

The first belongs to a gamma distribution of shape 2 and the second to a Lomax distribution of shape 1. Neither is Weibull, but the minimum is exponential, which is a Weibull law of shape 1. For causes that are not both Weibull, a non-Weibull result is therefore not a necessity.

### Where one cause takes over from the other

Let $\beta_i>\beta_e$ and write $\Delta=\beta_i-\beta_e$. The cumulative hazards are equal at a time $t_x$ with

$$\frac{t_x^{\beta_i}}{\eta_i^{\beta_i}}=\frac{t_x^{\beta_e}}{\eta_e^{\beta_e}}
\quad\Longrightarrow\quad
t_x=\left(\frac{\eta_i^{\beta_i}}{\eta_e^{\beta_e}}\right)^{1/\Delta}.$$

Here $\Delta=1.2$, so $t_x=100^{1.5}/20000^{0.5}=1000/141.4=7.07$ h. Each cumulative hazard then has the value $H_x=(0.0707)^{1.8}=0.0085$, and the failed fraction is $1-e^{-2H_x}=1.7\,\%$.

With $u=t/t_x$ the two cumulative hazards become $H_i=H_xu^{\beta_i}$ and $H_e=H_xu^{\beta_e}$. Since $h_k=\beta_kH_k/t$, the hazard rates are equal when

$$\beta_iu^{\beta_i}=\beta_eu^{\beta_e}
\quad\Longrightarrow\quad u=\left(\frac{\beta_e}{\beta_i}\right)^{1/\Delta}.$$

This gives $u=(1/3)^{1/1.2}=0.400$ and $t=2.83$ h. Before this time the greater part of the current failures is extrinsic. The cumulative hazards become equal later, because $H_e$ retains the extrinsic hazard gathered earlier.

At 2.83 h each hazard is $0.00104\ \text{h}^{-1}$, and their sum is $0.00208\ \text{h}^{-1}$. In the random sample, the number of failures per hour at risk, counted from 0.8 to 1.2 times this time, was $0.00210\ \text{h}^{-1}$. About 4700 failures fell in the window, which implies a statistical error near 1.5 %. The difference of about 1 % is within it.

For $\beta_e<1<\beta_i$ one hazard falls and the other rises. The total is

$$h=\frac{H_x}{t_x}\left(\beta_iu^{\beta_i-1}+\beta_eu^{\beta_e-1}\right),$$

and its derivative can be written as

$$\frac{dh}{du}=\frac{H_x}{t_x}\,u^{\beta_e-2}\left[\beta_i(\beta_i-1)u^{\Delta}-\beta_e(1-\beta_e)\right].$$

The bracket is negative for small $u$ and positive for large $u$. The total hazard therefore has one minimum, at

$$u=\left[\frac{\beta_e(1-\beta_e)}{\beta_i(\beta_i-1)}\right]^{1/\Delta}
=\left(\frac{0.24}{1.44}\right)^{1/1.2}=0.225,$$

or $t=1.59$ h. This bears on screening. A comb that has survived a stress of duration $t_0$ enters further stress with hazard $h(t_0)$. Under these stress conditions, a longer screen lowers the hazard of the survivors up to 1.59 h and raises it afterwards. This refers to the hazard at the end of the screen. If the survivors must last a finite further time at stress, the best screen is shorter, about 0.85 h for a further 2 h.

## Second half: the Weibull plot, prediction and its limits

### Symbols and results carried over

$S$ is the survival probability, $F=1-S$ the failed fraction, $H=-\ln S$ the cumulative hazard and $h=dH/dt$ the hazard rate. The subscripts $i$ and $e$ denote the intrinsic and extrinsic causes. For independent causes, $S=S_iS_e$, $H=H_i+H_e$ and $h=h_i+h_e$. For Weibull causes, $H_k=(t/\eta_k)^{\beta_k}$, and $\Delta=\beta_i-\beta_e$.

The example is a comb with 40 nm line spacing under 20 V, or 5 MV/cm, at 373 K. It has $\beta_i=1.8$, $\eta_i=100$ h, $\beta_e=0.6$ and $\eta_e=20000$ h. The cumulative hazards cross at $t_x=7.07$ h, where each equals $H_x=0.0085$.

### Slope and curvature of the Weibull plot

A Weibull plot shows $W=\ln H=\ln[-\ln(1-F)]$ against $x=\ln t$. A single Weibull cause gives

$$W_k=\ln H_k=\beta_k(x-\ln\eta_k),$$

a straight line of slope $\beta_k$. For two causes, $W=\ln(H_i+H_e)$. Since $dH_k/dx=\beta_kH_k$, the slope is

$$W'=\frac{dW}{dx}=\frac{\beta_iH_i+\beta_eH_e}{H_i+H_e}=w_i\beta_i+w_e\beta_e,\qquad w_k=\frac{H_k}{H}.$$

The weights are positive and add to one, so the local slope lies between the two shapes.

For the curvature we need the change of the weights. From $\ln w_i=\ln H_i-W$ follows

$$\frac1{w_i}\frac{dw_i}{dx}=\beta_i-W'=\beta_i(1-w_i)-w_e\beta_e=w_e(\beta_i-\beta_e)=w_e\Delta .$$

Hence $dw_i/dx=w_iw_e\Delta$, and $dw_e/dx=-w_iw_e\Delta$ because $w_i+w_e=1$. Differentiation of the slope gives

$$W''=\beta_i\frac{dw_i}{dx}+\beta_e\frac{dw_e}{dx}=w_iw_e\Delta\,(\beta_i-\beta_e)=w_iw_e\Delta^2\ge0 .$$

The curve bends upwards at every finite time unless $\Delta=0$. This is a second proof that unequal shapes exclude a Weibull combination. Since $w_iw_e=\tfrac14-(w_i-\tfrac12)^2$, the curvature is greatest where the weights are equal, that is, at $t_x$. Its value there is $\Delta^2/4=0.36$.

The ratio $H_i/H_e=(t/t_x)^\Delta$ gives the limits for $\Delta>0$. At early times $w_e\to1$ and the slope tends to $\beta_e$. At late times $w_i\to1$ and the slope tends to $\beta_i$. The cause with the smaller shape governs sufficiently early failures, however long its scale may be.

For the comb, at 1 h, $H_i=0.00025$ and $H_e=0.00263$. The weight $w_i$ is 0.087 and the slope is $0.6+1.2\times0.087=0.70$. At $t_x$ the slope is the mean of the shapes, 1.20, and at 100 h it is 1.75. The random sample of two million lifetimes shows the same change: the mean slope is 0.63 between 0.1 h and 1 h, and 1.75 between 50 h and 200 h.

For two independent Weibull causes the hazards add, and if their shapes differ, the Weibull plot bends upwards and the cause with the smaller shape governs sufficiently early failures. It remains to show how far a straight line then overestimates the life, and how a shared line spacing, a finite number of defects and the step from stress to use affect the prediction.

Numbers in the example were calculated in double precision.
